Ring-polymer instantons for proton transfer below the crossover temperature

Harmonic transition-state theory (TST) gives 3.6 s⁻¹ at 200 K for the model surface proton transfer treated below. The instanton formula, which includes tunnelling, gives 1.1×10⁶ s⁻¹. A parabolic tunnelling correction cannot close the gap, because it diverges at 342 K. Below that temperature the rate is governed by a tunnelling path, and the path has to be found.

**The discretised action**

Let q be the f mass-weighted coordinates, q = √m x for each, on a single Born–Oppenheimer surface V whose zero is the reactant minimum. Define τ = ħ/(k_B T), which is a time, and ε = τ/N for N beads, N even. Splitting exp(−τH/ħ) into N factors and doing each Gaussian momentum integral gives a link

(2πεħ)^(−f/2) exp[−|q_{i+1} − q_i|²/(2εħ)].

The partition function becomes

Q = (2πεħ)^(−Nf/2) ∫ dq₁…dq_N exp(−S_N/ħ),
S_N = ε Σ_i [ |q_{i+1} − q_i|²/(2ε²) + V(q_i) ],  q_{N+1} = q₁.

Setting the derivative with respect to q_i to zero gives

(q_{i+1} − 2q_i + q_{i−1})/ε² = ∇V(q_i),

which is Newton's equation q̈ = +∇V in the inverted potential, for an orbit of period τ.

All beads resting on the barrier top is one solution. Along the unstable direction, with barrier frequency ω_b, the eigenvalues of the Hessian of S_N/ε are

η_k² = 4 sin²(πk/N)/ε² − ω_b².

For N → ∞ the k = 1 pair is (2π/τ)² − ω_b². It turns negative below

T_c = ħω_b/(2πk_B).

If the orbit period P(E) lengthens as the energy E falls below the barrier top, so that P′ = dP/dE < 0, a non-constant orbit of period τ exists for τ > 2π/ω_b. This orbit is the instanton. Barriers with P′ > 0 are outside the scheme.

**Folding the ring**

The orbit runs between two turning points and retraces itself. Placing the turning points between beads gives q_j = q_{N+1−j}, so h = N/2 beads with free ends suffice:

U = Σ_{i<h} |q_{i+1} − q_i|²/(2ε²) + Σ_{i≤h} V(q_i),  S_N = 2εU.

Folding removes the near-zero mode that shifts the path in time, since that mode is antisymmetric about the turning points. In one dimension the folded path has one negative eigenvalue, as shown below. With more coordinates the negative eigenvalues must be counted.

```
input T, N; barrier top q_b, unstable unit vector e
q_j = q_b + A e cos[2π(j − 1/2)/N],  j = 1…N/2
for period t from 1.05·2π/ω_b up to ħ/(k_B T):
    ε = t/N
    repeat
        g, H = gradient, Hessian of U
        diagonalise H: λ_0 < λ_1 < …, vectors v_k
        s_0 = +(v_0·g)/|λ_0|        (uphill)
        s_k = −(v_k·g)/|λ_k|, k>0   (downhill)
        scale s so its rms bead step ≤ cap
        q = q + Σ s_k v_k
    until the unscaled step is negligible
check: one λ < 0 and a finite spread of q
unfold; diagonalise the full ring; evaluate k
```

Near the solution λ_0 < 0 and the other λ_k > 0. Every component then equals −(v_k·g)/λ_k, the Newton step, and convergence is quadratic. Far away, the sign rule pushes the search off the barrier top, which has at least two negative folded eigenvalues below T_c. In the example A was 0.3 and the cap 0.1 of the half jump in mass-weighted length, and successive periods differed by roughly 12% or less.

**The rate formula**

Give each reactant level a small decay rate k_n, so that E_n becomes E_n − iħk_n/2. To first order in k_n,

Im Q = Σ_n (τk_n/2) exp(−τE_n/ħ) = (τ/2) k Q_r,

where k is the thermal average and Q_r the reactant partition function. Hence k Q_r = (2/τ) Im Q. That the saddle supplies Im Q is a semiclassical assumption, examined numerically below.

Expand S_N = S + (ε/2) Σ η_k² c_k² about the instanton. A positive mode contributes

(2πεħ)^(−1/2) ∫ dc exp[−εη²c²/(2ħ)] = 1/(εη).

The negative mode, continued into the complex plane, contributes i/2 times 1/(ε|η|). The half arises because the contour turns at the saddle and covers half a Gaussian.

The phase mode is integrated over its length. A time shift dt moves the ring by √(Σ|q̇_i|²) dt = (√B/ε) dt, with B = Σ|q_{i+1} − q_i|². Since t runs over Nε, the length is N√B. Collecting factors, and using N/τ = 1/ε,

k Q_r = (1/ε) √[B/(2πεħ)] ∏′ 1/(ε|η_k|) exp(−S_N/ħ).

The prime omits the phase mode. With the same N, Q_r = ∏ 1/(εη_k) over a ring resting at the reactant minimum.

**One dimension: index and closed form**

The linearised ring equation is a three-term recursion. Let M(λ) carry a pair of neighbouring values once round the ring when λ is subtracted from every η². Since det M = 1, det(M − 1) = 2 − tr M, which vanishes when a periodic solution exists, that is, when λ is an eigenvalue. Both sides of

∏(ε²η_k² − ε²λ) = tr M(λ) − 2

are polynomials of degree N in λ with leading term (−ε²λ)^N and the same roots (a double eigenvalue is the limit of two simple ones), so they are equal.

For small ε the recursion becomes ÿ = (V″ − λ)y. At λ = 0 two solutions are u = q̇ and v = ∂q/∂E. Differentiating E = V − q̇²/2 with respect to E gives 1 = q̈v − q̇v̇, so uv̇ − vu̇ = −1. Differentiating q(t + P(E); E) = q(t; E) gives v(t + P) = v(t) − P′u(t).

Now write y = au + bv with ȧu + ḃv = 0. The equation for y leaves ȧu̇ + ḃv̇ = −λy, and solving the pair gives

ȧ = −λvy,  ḃ = λuy.

To first order in λ, one period maps (a, b) by 1 + X, where X has diagonal entries ∓λ∫uv dt and lower-left entry λI, with I = ∫q̇² dt. Re-expressing v(t + P) multiplies this by the matrix with rows (1, −P′) and (0, 1). The diagonal entries of X cancel in the trace, so

tr M − 2 = −P′λI.

The left side of the determinant identity is −ε²λ ∏′(ε²η_k²) to the same order. Therefore

∏′(ε²η_k²) = P′I/ε².

This settles the index. By Sturm's oscillation theorem the lowest periodic mode has no node and the next two have two nodes each. The function q̇ has two nodes, so one or two modes lie below it. For P′ < 0 the product is negative and the number is odd, hence one. That mode is symmetric about the turning points and survives folding.

For the rate, B → εI, and

k Q_r = (1/ε) √[I/(2πħ)] · ε/√(|P′|I) · exp(−S/ħ) = (2πħ|P′|)^(−1/2) exp(−S/ħ).

The same result follows from the flux. With W(E) = 2∫√(2(V − E)) dq between turning points, W′ = −P, and the semiclassical transmission is exp(−W/ħ). In

k Q_r = (1/2πħ) ∫ dE exp[−(W + τE)/ħ]

the exponent is stationary at P(E) = τ, its second derivative is −|P′|/ħ, and the Gaussian integral √(2πħ/|P′|) reproduces the formula. It also gives S = W + τE and dS/dτ = E.

**Low-temperature limit**

For a bound reactant of frequency ω_r, the orbit near the minimum is A cosh(ω_r t) with E = ω_r²A²/2. The dwell time grows as (2/ω_r) ln(1/A), so P = (1/ω_r) ln(K/E) with K a constant. At P = τ this gives E = K exp(−ω_rτ) and |P′| = 1/(ω_rE). Since Q_r → exp(−ω_rτ/2), the exponentials cancel:

k → √[ω_rK/(2πħ)] exp(−W(0)/ħ).

The rate levels off. This presumes that the product does not return the proton coherently.

**Comparison with exact flux**

Set ħ = m = ω_b = 1 and take

V = V₀ sech²(x/w) + ½[y − c sech²(x/w)]²,

with V₀ = 1.910, w = 1.954 and τ = 12, so T/T_c = 2π/12 = 0.52. The exact k Q_r is the long-time value of tr[e^(−τH/2) F e^(−τH/2) h(t)], where h is the projector onto x > 0 and F its flux. It was computed by diagonalising H on a grid in x and an oscillator basis in y.

- For c = 0 the exact value is 7.23×10⁻¹² and the instanton value 5.92×10⁻¹², or 18% low.
- For c = 1.5 they are 3.74×10⁻¹² and 2.99×10⁻¹², or 20% low.

The coupling multiplies the exact rate by 0.52 and the instanton rate by 0.51, so here most of the error is shared with the uncoupled barrier.

The expansion parameter is 1/α with α = 2πV₀/(ħω_b), which is 12 here. The analytic Eckart transmission at e = E/V₀ is

sinh²(α√e)/[sinh²(α√e) + cosh²√(α² − π²/4)].

Integrating it numerically at T/T_c = 0.6, the exact rate exceeds the one-dimensional formula by 10.8% at α = 24 and by 5.3% at α = 48. Halving ħ halves the error.

**Worked example**

A proton moves along x from a surface hydroxyl to a methyl ligand, while a heavy donor–acceptor coordinate y contracts at the barrier. With s = x/a,

V = V_s(1 − s²)² − (D/4)(2 + 3s − s³) + ½MΩ²[y + d(1 − s²)]².

The chosen values are V_s = 0.75 eV, D = 0.30 eV, a = 0.060 nm, d = 0.020 nm, M = 10 u and ħΩ = 0.030 eV. On the curve where the bracket vanishes, dV/ds = −(1 − s²)(4V_s s + 3D/4). The barrier top is therefore at s = −3D/(16V_s) = −0.075, with height 0.7416 − 0.1332 = 0.6084 eV. The Hessian there gives ħω_b = 0.1854 eV, so

T_c = 0.1854/(2π × 8.617×10⁻⁵) = 342 K.

With N = 160:

```
T/K   k_inst/s⁻¹   k_TST/s⁻¹   S/ħ     E/eV
300   3.1×10⁶      5.6×10⁴     22.55   0.249
250   1.4×10⁶      1.2×10³     23.56   0.057
200   1.1×10⁶      3.6         23.87   0.013
150   1.0×10⁶      2.6×10⁻⁴    24.02   0.005
```

Here k_TST uses quantised harmonic vibrations and no tunnelling. At 200 K its barrier exponent is 0.6084/0.017235 = 35.30. The instanton exponent is lower by 11.43, a factor 9.2×10⁴. The full ratio is 3.15×10⁵, and the remaining 3.4 comes from the fluctuation factors. At 300 K the exponents differ by only 0.98, a factor 2.7, while the ratio is 56, so there the fluctuation factors dominate. From 200 to 150 K the rate falls by only 12%, in line with the levelling off derived above for one dimension.

To see what the choice of path is worth, hold T at 200 K and confine the motion to the curve y = −d(1 − s²), on which y is relaxed at each x. The moving mass becomes m + M(dy/dx)². Minimising W(E) + τE by quadrature gives S/ħ = 28.70 instead of 23.87. The free path saves 4.83, a factor 125 in the exponential, because the heavy coordinate moves only about 0.001 nm while the proton crosses. The relaxed curve is not the mass-weighted steepest-descent path from the barrier top. Confined to that path, S/ħ is 24.33, so corner cutting relative to it saves only 0.46, a factor 1.6.

**Bead error and cost**

About each link's midpoint, q_{i+1} − q_i = εq̇ + ε³q⃛/24. On a smooth closed orbit, equally spaced sums equal integrals up to errors smaller than any power of ε. Squaring, dividing by 2ε and summing therefore gives ½∫|q̇|²dt + (ε²/24)∫q̇·q⃛ dt. Integrating by parts over the closed orbit and using q̈ = ∇V,

S_N = S − (ε²/24) ∫|∇V|² dt + O(ε⁴).

The shift of the path itself enters at O(ε⁴), because S is stationary. Coarse beads thus raise exp(−S_N/ħ).

They also raise Q_r. For an oscillator the recursion has 2 + ε²ω² = 2 cosh 2θ, so tr M − 2 = 4 sinh²(Nθ) and Q_r = 1/(2 sinh Nθ) with sinh θ = εω/2. Since θ < εω/2, this exceeds the continuum value.

At 200 K, ln k at N = 40 minus ln k at N = 80 contains +0.0295 from the action and −0.0332 from Q_r. With the fluctuation factors the total is −0.0011. Successive totals on doubling N have ratios 2.7 and 3.7, approaching the 4 of a pure 1/N² law. The error left in ln k at N = 160 is about 0.00015. Agreement between two coarse rings can therefore hide larger errors in the parts.

Each iteration needs N/2 Hessians of V and a dense diagonalisation costing about (Nf/2)³ operations. The final full ring costs about (Nf)³ once. When Hessians come from electronic-structure calculations they are likely to dominate. Close to convergence the block-tridiagonal folded Hessian permits a plain Newton solve in about Nf³ operations.

**Failure modes**

*Wrong index.* At finite N, sliding the path by one bead spacing restores S_N, so S_N oscillates with phase. One bead placement is a minimum along this direction and the other a maximum, and the full ring has index 1 or 2 accordingly. At 200 K the phase eigenvalue is −1.2×10⁻⁵, −2.0×10⁻⁷ and +5.0×10⁻⁹ fs⁻² for N = 16, 20 and 24. At N = 16 the index is 2 with turning points between beads and 1 with them on beads. Identify the phase mode by its overlap with the path tangent, and do not reject a path on the sign of that eigenvalue.

*Collapse.* Above T_c the search ends with all beads on the barrier top. Check the spread.

*Near T_c.* Gaussian integration fails as a second mode softens. An Eckart barrier with the example's height and frequency (α = 20.6) has exact-to-instanton ratios of 0.83, 1.08, 1.13 and 1.13 at 300, 250, 200 and 150 K. These ratios belong to a barrier between free particles and do not carry over to the example, whose reactant is bound and whose barrier has another shape.

*Above T_c.* With u = ħω_b/(k_B T), the mode pairs k ≥ 1 of the barrier-top ring, each taken relative to a free particle, give for N → ∞ the parabolic factor

∏_{k≥1} [1 − (u/2πk)²]⁻¹ = (u/2)/sin(u/2).

It diverges at u = 2π, which is T_c. Putting the barrier-top ring into k Q_r = (2/τ) Im Q would instead give π/sin(u/2), too large by T/T_c, so that relation is kept for T < T_c.

*Anharmonic reactant.* Grid diagonalisation of the reactant well puts the zero-point energy at 0.1414 eV, against 0.1449 eV in the harmonic approximation. Using the computed levels in Q_r multiplies the 200 K rate by 0.81. This is a size rather than a full correction, since anharmonic terms from the barrier region, of the same formal order in ħ, are left out.

**Relation to alumina deposition**

The parameters are meant for the rough regime of atomic layer deposition of alumina from trimethylaluminium and water, where calculated barriers of some tenths of an eV to about 1 eV are typical. The reactant proton quantum, 0.26 eV, is well below that of a free hydroxyl stretch, roughly 0.45 eV, so the model's reactant is unusually soft. The process usually runs well above room temperature. At 450 K, u = 4.78, the instanton does not exist for this barrier, and the parabolic factor is 3.5. The large ratios in the table therefore do not apply at the usual deposition temperatures.

Energy loss to the surface also matters. An Ohmic bath of friction γ adds γν to the barrier eigenvalue ν² − ω_b² at ν = 2π/τ. The crossover moves to the root of ν² + γν = ω_b², and an assumed γ = 0.01 fs⁻¹ lowers T_c from 342 to 336 K. The effect on the rate is larger: to first order in γ, with the path held fixed and friction acting on the proton alone, S/ħ at 200 K rises by 0.63, a factor 0.53 in the exponential. Site-to-site variation of the barrier, coverage and errors of the potential surface are not included.
